The Fixed-Phase Upper Bound for Electrons in a Magnetic Field

## The amplitude equation and the bound

Before a diffusion Monte Carlo calculation for electrons in a magnetic field can start, someone has to choose the phase of the wavefunction. The random walk will then improve the amplitude and leave the phase as it was given. Suppose two phases have been tried and one gave the lower energy. May that one be preferred, or could a poor phase have pushed the energy below the true value? If the fixed-phase energy is an upper bound, the lower result is the closer one, and phases can be ranked without knowing the answer.

Take N electrons of mass m and charge −e, with e > 0, in a vector potential A and a real potential energy V that is symmetric under exchange of electrons. With p_j = −iħ∇_j and A_j = A(r_j), the Hamiltonian is

H = Σ_j (p_j + eA_j)²/2m + V.

The plus sign comes from the negative charge. All spins are taken parallel, so the spatial wavefunction must be antisymmetric, and the Zeeman energy is a constant that is left out. With both spin directions present, the statements below hold with exchanges restricted to electrons of equal spin. The states are bound, so that boundary terms at infinity vanish.

Diffusion Monte Carlo represents a function by a density of walkers, and a density cannot be negative or complex. The ground state of H is in general complex, because the field distinguishes the two senses of rotation. Write it, or any other wavefunction, as

ψ = ρ exp(iΦ),

with ρ and Φ real functions of all coordinates. The fixed-phase method prescribes Φ and leaves ρ free. What equation does ρ then obey?

The momentum operator acts on both factors of the product:

p_j ψ = −iħ∇_j[ρ exp(iΦ)] = exp(iΦ)[−iħ∇_jρ + (ħ∇_jΦ)ρ].

Adding eA_jψ collects two real vector fields into one,

π_j = ħ∇_jΦ + eA_j,
(p_j + eA_j)ψ = exp(iΦ)(p_j + π_j)ρ.

Moving the phase factor to the left thus replaces eA_j by π_j. The same replacement works for the second application of the operator, so

(p_j + eA_j)²ψ = exp(iΦ)(p_j + π_j)·(p_j + π_j)ρ.

In the expansion, p_j acts on everything to its right, including π_j:

(p_j + π_j)²ρ = −ħ²∇_j²ρ − iħ∇_j·(π_jρ) − iħπ_j·∇_jρ + π_j²ρ.

The two middle terms add up to −iħ(ρ∇_j·π_j + 2π_j·∇_jρ). Since ∇_j·(ρ²π_j) = ρ²∇_j·π_j + 2ρπ_j·∇_jρ, the bracket equals ∇_j·(ρ²π_j)/ρ wherever ρ is not zero. Dividing by 2m, summing over electrons and adding V gives

exp(−iΦ)Hψ = H_FP ρ − (iħ/2mρ) Σ_j ∇_j·(ρ²π_j),

H_FP = Σ_j [−ħ²∇_j²/2m + (ħ∇_jΦ + eA_j)²/2m] + V.

The first term on the right is real and the second imaginary. The amplitude therefore moves in the original potential plus Σ_j π_j²/2m. In atomic units, where ħ, m and e are one, this extra potential is (∇Φ + A)²/2 for each electron.

Its meaning follows from the probability current. The current of electron j is the real part of ψ*(p_j + eA_j)ψ/m, which is the real part of ρ(−iħ∇_jρ + π_jρ)/m, or ρ²π_j/m. So π_j/m is the local velocity of the flow, and the extra potential is the kinetic energy of that flow. The remaining kinetic energy belongs to the variation of the amplitude.

The velocity does not depend on the gauge. If A becomes A + ∇χ, the wavefunction acquires the factor exp[−(ie/ħ)Σ_jχ(r_j)], and Φ decreases by (e/ħ)Σ_jχ(r_j). The change −e∇_jχ in ħ∇_jΦ cancels the change +e∇_jχ in eA_j. Prescribing Φ thus has a meaning only together with a stated gauge.

For the bound one needs the energy of ψ. Because p_j + eA_j is Hermitian, one of its two factors can be moved to the left-hand function:

⟨ψ|H|ψ⟩ = ∫ [Σ_j |(p_j + eA_j)ψ|²/2m + V|ψ|²].

The phase factor has modulus one, so |(p_j + eA_j)ψ|² = |−iħ∇_jρ + π_jρ|². For real ρ the first vector is imaginary and the second real. The squared modulus is then the sum of the two squares, with no cross term:

⟨ψ|H|ψ⟩ = ∫ [Σ_j (ħ²|∇_jρ|² + π_j²ρ²)/2m + Vρ²] = ⟨ρ|H_FP|ρ⟩.

The last equality is an integration by parts of |∇_jρ|². The imaginary part of Hψ has dropped out of the energy, as it must for a Hermitian H.

Now let Φ be such that exp(iΦ) is antisymmetric, and let ρ be symmetric. Every normalized ψ = ρ exp(iΦ) with finite kinetic energy is then an admissible trial function for the antisymmetric states of H, and its energy cannot lie below their lowest energy E0. This holds in particular for the ρ that minimizes ⟨ρ|H_FP|ρ⟩. If E_FP is that minimum, and E_T is the energy of the trial function ψ_T = ρ_T exp(iΦ) from which the phase was taken, then

E0 ≤ E_FP ≤ E_T.

The second inequality holds because ρ_T is one of the amplitudes over which the minimum is taken.

The bound refers to the symmetry carried by the phase. A constant phase with a symmetric amplitude gives a symmetric ψ, and its energy may lie below the lowest antisymmetric one.

When is E_FP equal to E0? If the two agree, the minimizing ψ has the lowest energy available to antisymmetric functions, and by the variational principle it is a ground state of that sector. Conversely, the phase of such a ground state gives E_FP = E0. For any other phase that is smooth apart from vortices, the minimizing ψ still satisfies the real part of the Schrödinger equation, H_FP ρ = E_FP ρ. The imaginary part demands

Σ_j ∇_j·(ρ²π_j) = 0.

This is the continuity equation of a stationary state. If it holds as well, ψ is an exact eigenstate, but not necessarily the lowest one. This conclusion does not cover a phase that jumps by π across a surface, the case treated at the end of this section. For a real trial function without a field the flow vanishes on both sides and continuity holds whatever surface is chosen, but the equation for ρ holds only off the surface. On a wrong surface the slope of ψ is in general discontinuous, and ψ is then no eigenstate. For one electron in a circularly symmetric potential and gauge, the phase lθ, with θ the polar angle and l any integer, gives an azimuthal π and an amplitude that depends only on the radius, so continuity holds for every l, also for those of excited states. Where continuity is violated, the violation tells how to improve the phase. Change Φ by εη, with η a smooth single-valued symmetric function. To first order in ε, with ρ normalized, the energy changes by

(εħ/m) Σ_j ∫ ρ²π_j·∇_jη = −(εħ/m) ∫ η Σ_j ∇_j·(ρ²π_j).

The accompanying change of ρ adds nothing at this order, because ρ already minimizes the energy. So E_FP is stationary against such changes of the phase when continuity holds.

A symmetric amplitude was required, whereas a random walk finds the lowest state of H_FP without being told about symmetry. The two agree. Replacing ρ by |ρ| changes neither ρ² nor, except on a set of zero volume, |∇_jρ|², so a minimizer can be chosen non-negative. An exchange of electrons shifts Φ by π, up to multiples of 2π, and a constant shift does not affect gradients. Hence H_FP is symmetric, and the exchanged copies of ρ are minimizers too. Their sum obeys the same linear equation, is symmetric, and cannot vanish because no term is negative.

This is what removes the sign problem. In imaginary time t the amplitude follows

ħ ∂ρ/∂t = Σ_j (ħ²/2m)∇_j²ρ − (U − E_ref)ρ,  U = V + Σ_j π_j²/2m,

which is diffusion together with growth or decay at a real rate. A non-negative ρ stays non-negative. In practice one samples f = ρ_Tρ with ρ_T ≥ 0. The identity

ρ_T∇_j²ρ = ∇_j·(ρ_T∇_jρ − ρ∇_jρ_T) + ρ∇_j²ρ_T

and ρ_T∇_jρ − ρ∇_jρ_T = ∇_jf − 2f∇_j ln ρ_T turn the equation into

ħ ∂f/∂t = Σ_j (ħ²/2m)∇_j·(∇_jf − 2f∇_j ln ρ_T) − (E_L − E_ref)f,

E_L = H_FP ρ_T/ρ_T = Re(Hψ_T/ψ_T).

The last form follows from the real part of the identity for Hψ. At long times ρ becomes the lowest state of H_FP, and the average of E_L over f is ⟨ρ_T|H_FP|ρ⟩/⟨ρ_T|ρ⟩ = E_FP. The bound belongs to this limit. A finite time step or statistical noise can put a computed number below it.

How costly is a wrong phase? Let the exact ground state be ρ0 exp(iΦ0), normalized, with flow field π_j0, and let the prescribed phase be Φ0 + δ. Keep the exact amplitude for the moment. The energy then exceeds E0 by

(1/2m) Σ_j ∫ ρ0²[(π_j0 + ħ∇_jδ)² − π_j0²]
= (ħ/m) Σ_j ∫ ρ0²π_j0·∇_jδ + (ħ²/2m) Σ_j ∫ ρ0²|∇_jδ|².

Let δ be single-valued and also symmetric under exchange, so that the prescribed phase keeps the required antisymmetry. The first integral then becomes −(ħ/m)∫δ Σ_j∇_j·(ρ0²π_j0), which is zero by continuity of the exact state. Relaxing the amplitude can only lower the energy, so

0 ≤ E_FP − E0 ≤ (ħ²/2m) Σ_j ∫ ρ0²|∇_jδ|².

The error is of second order in the phase error as long as δ is single-valued and this integral is finite. It is not finite when the prescribed phase has a vortex where ρ0 does not vanish. At distance s from the vortex |∇δ|² grows as 1/s², and the integral of (1/s²)s ds diverges logarithmically. E_FP stays finite because its own amplitude vanishes there, but the estimate says nothing. The derivation also fails when the prescribed and the exact phase wind a different number of times around a common vortex. The integral can then be finite, but δ is many-valued and the term linear in ∇δ need not vanish.

A real trial function needs separate care. Its phase is 0 or π and jumps across the nodal surface, while the gradient vanishes on both sides. Read point by point, without a field, the extra potential would be zero. But a ψ that jumps has infinite kinetic energy, so ρ = 0 has to be imposed on the surface. A smooth phase shows how this condition arises. In one dimension take Φ = arg(x + iη) with η > 0, for which Φ′ = −η/(x² + η²) and the extra potential is

ħ²η²/[2m(x² + η²)²].

As η shrinks, this barrier becomes narrower and higher. Its effect can be read off the amplitude √(x² + η²), whose second derivative is η²/(x² + η²)^(3/2), which is η²/(x² + η²)² times the amplitude itself. It therefore solves the zero-energy equation with the barrier. Beyond a few η it is close to |x|, the solution next to a hard wall at the origin. In a harmonic oscillator, with η in oscillator lengths, the computed lowest energies are 1.4221, 1.4801 and 1.4950 ħω for η = 0.20, 0.10 and 0.05. They approach 3/2 ħω, the energy with a node at the origin. They lie below it without violating any bound, since this phase is not odd and the relevant ground-state energy is ħω/2.

## One and two electrons in an anisotropic dot

The symbols carry over. An electron has mass m and charge −e, the wavefunction is ρ exp(iΦ) with Φ prescribed, and π = ħ∇Φ + eA is m times the flow velocity. The amplitude feels the extra potential π²/2m for each electron, and its lowest energy E_FP satisfies E0 ≤ E_FP ≤ E_T, where E0 is the lowest energy of the symmetry carried by the phase and E_T that of the trial function. With δ the error of the phase, single-valued and symmetric under exchange, and ρ0 the exact amplitude, E_FP − E0 is at most (ħ²/2m)∫ρ0²|∇δ|², summed over electrons.

A two-dimensional harmonic dot in a perpendicular field B allows each of these statements to be followed in numbers. The confinement is V = m(ω_x²x² + ω_y²y²)/2, and the gauge is A = B(−y, x)/2. With the Larmor frequency ω_L = eB/2m,

eA = mω_L(−y, x).

For one electron no antisymmetry is required. Prescribe the phase Φ = mσxy/ħ, where σ is a frequency to be chosen. Then ħ∇Φ = mσ(y, x), and

π = m((σ − ω_L)y, (σ + ω_L)x),

π²/2m = (m/2)[(ω_L + σ)²x² + (ω_L − σ)²y²].

The extra potential is quadratic, so H_FP describes two independent oscillators with frequencies

Ω_x = √[ω_x² + (ω_L + σ)²],  Ω_y = √[ω_y² + (ω_L − σ)²],

and the fixed-phase energy is the sum of their zero-point energies,

E_FP(σ) = ħ(Ω_x + Ω_y)/2.

Each square root is a convex function of σ, so a stationary point is the minimum. The derivative vanishes when

(ω_L + σ)/Ω_x = (ω_L − σ)/Ω_y.

Both numerators must have the same sign, and since their sum is 2ω_L > 0 both are positive. Squaring and clearing denominators gives

(ω_L + σ)²[ω_y² + (ω_L − σ)²] = (ω_L − σ)²[ω_x² + (ω_L + σ)²].

The product (ω_L + σ)²(ω_L − σ)² cancels, and the positive root is (ω_L + σ)ω_y = (ω_L − σ)ω_x. Hence

σ0 = ω_L(ω_x − ω_y)/(ω_x + ω_y).

With S = ω_x + ω_y one finds ω_L + σ0 = 2ω_Lω_x/S and ω_L − σ0 = 2ω_Lω_y/S. Inserting these gives

Ω_x = κω_x,  Ω_y = κω_y,  κ = √(1 + 4ω_L²/S²),

E_FP(σ0) = (ħ/2)√[(ω_x + ω_y)² + 4ω_L²].

So far this is the best bound within one family of phases. To show that it is the exact ground-state energy, return to the full Hamiltonian. Removing the phase factor from both sides gives

exp(−iΦ)H exp(iΦ) = H_FP + (p·π + π·p)/2m = H_FP + π·p/m,

because π has no divergence here. At σ0, with g = 2ω_L/S, the additional operator is

π·p/m = g(ω_x x p_y − ω_y y p_x).

Let a and b be the lowering operators of the x and y oscillators in H_FP. Then x = √(ħ/2mΩ_x)(a + a†) and p_x = −i√(ħmΩ_x/2)(a − a†), with the same relations for y and b. Since Ω_x/Ω_y = ω_x/ω_y, both products carry the common factor √(ω_xω_y):

π·p/m = −(iħg/2)√(ω_xω_y)[(a + a†)(b − b†) − (b + b†)(a − a†)].

In the square bracket the terms ab and a†b† cancel, and 2(a†b − b†a) remains. Therefore

exp(−iΦ)H exp(iΦ) = E_FP(σ0) + ħΩ_x a†a + ħΩ_y b†b − iħG(a†b − b†a),

with G = g√(ω_xω_y). The terms after the constant form a quadratic expression in a and b whose matrix has diagonal elements ħΩ_x and ħΩ_y and off-diagonal elements −iħG and iħG. Its determinant divided by ħ² is

Ω_xΩ_y − G² = ω_xω_y(κ² − 4ω_L²/S²) = ω_xω_y > 0.

The diagonal elements are positive as well, so this expression is never negative, and it is zero in the state without quanta. That state is the ground state, and its energy is E_FP(σ0) = E0. Within this model the best phase of the family is thus the true one.

For numbers take round model parameters: an effective mass of 0.10 electron masses, B = 5.0 T, ħω_x = 3.0 meV and ħω_y = 6.0 meV. They give ħω_L = 2.8942 meV and σ0 = −ω_L/3, so that

E0 = ½√(9.0² + 4 × 2.8942²) meV = 5.3504 meV = 8.572 × 10⁻²² J.

Diagonalizing the full Hamiltonian with a free phase gives the same 5.3504 meV.

At σ = 0 the two oscillator energies are √(3.0² + 2.8942²) = 4.1685 meV and √(6.0² + 2.8942²) = 6.6616 meV. Half their sum is 5.4150 meV, which is 0.0647 meV above E0. At σ = ω_L/3 the excess is 0.2449 meV, and at σ = ω_L it is 0.9094 meV. The numerical check obtains the same fixed-phase energies from complex wavefunctions whose phase is held fixed, without using the formula for the extra potential.

Two of these cases show what the gauge does. The choice σ = 0 means no phase at all in the gauge used here. In the gauge A = B(0, x), reached with χ = Bxy/2, the phase is lowered by eBxy/2ħ = mω_Lxy/ħ. There, a wavefunction without phase is the case σ = ω_L. "Leaving the phase out" therefore gives 5.4150 meV in one gauge and 6.2598 meV in the other. Both are valid bounds, but they belong to different flows.

The second-order estimate can be worked out too. The phase error is δ = m(σ − σ0)xy/ħ, so |∇δ|² = m²(σ − σ0)²(x² + y²)/ħ². In the exact amplitude ⟨x²⟩ = ħ/2mΩ_x and ⟨y²⟩ = ħ/2mΩ_y, with both frequencies taken at σ0. This gives

E_FP − E0 ≤ (ħ/4)(σ − σ0)²(1/Ω_x + 1/Ω_y).

Here ħΩ_x = 3.5669 meV and ħΩ_y = 7.1338 meV. For σ = 0 the difference ħ(σ − σ0) is 2.8942/3 = 0.9647 meV, and the right side is

¼ × 0.9647² × (1/3.5669 + 1/7.1338) meV = 0.0978 meV.

The actual excess is 0.0647 meV. The gap between the two is the energy gained when the amplitude adapts to the wrong phase, and this gain is itself of second order. Indeed, the second derivative of √(ω² + u²) with respect to u is ω²/Ω³, which equals 1/(κ²Ω) at σ0. For a small phase error the excess is therefore the estimate divided by κ². With κ² = 1 + 4 × 2.8942²/9.0² = 1.414 this gives 0.0692 meV, and the remaining difference from 0.0647 meV is of higher order in σ − σ0.

Antisymmetry enters with a second electron of the same spin. Let the two repel each other with the energy e²/(4πε₀ε_r|r1 − r2|), with relative permittivity ε_r = 10. Introduce

R = (r1 + r2)/√2,  r = (r1 − r2)/√2.

This is an orthogonal change of coordinates, so sums of squares keep their form. Because A is linear in position, the kinetic momenta combine in the same way as the positions, and

H = h(R) + h(r) + e²/(4πε₀ε_r√2|r|),

where h is the one-electron Hamiltonian with the same m, ω_x, ω_y and B. Exchange leaves R unchanged and reverses r, so an antisymmetric state must be odd in r. The centre of mass contributes E0 of one electron, 5.350 meV. The lowest odd state of the relative motion, found by diagonalization with a free phase, has 13.345 meV. The lowest antisymmetric energy is their sum, 18.695 meV or 2.995 × 10⁻²¹ J. Enlarging the basis changes it by 3 × 10⁻⁵ meV. It is the reference for this model, which omits the Zeeman energy and any motion out of the plane.

A phase with the required symmetry is

Φ = (mσ0/ħ)(x1y1 + x2y2) + arg[(x1 − x2) + iλ(y1 − y2)].

The first part is symmetric. Exchange reverses the complex number in the second part and shifts its argument by π, so exp(iΦ) is antisymmetric. Writing X, Y and x, y for the components of R and r, one has x1y1 + x2y2 = XY + xy. The phase thus splits into one part for R and one for r. The part for R is the exact one, and the whole error lies in the relative motion. For λ = ±1 the second part is a circular vortex where the electrons meet, for λ = −0.5 an elongated one. For λ = 0 it is a sign change across the line x1 = x2, on top of the smooth first part.

The trial amplitude supplied with each phase is |x + iλy| times a Gaussian in r with frequencies √(ω_x² + ω_L²) and √(ω_y² + ω_L²), multiplied by the exact centre-of-mass amplitude. It is not adapted to the repulsion. The total energies in meV are:

λ = −1.0: E_T = 20.409, E_FP = 18.748, E_FP − E0 = 0.053
λ = −0.5: E_T = 20.101, E_FP = 18.994, E_FP − E0 = 0.299
λ = 0: E_T = 21.382, E_FP = 20.116, E_FP − E0 = 1.421
λ = 1.0: E_T = 25.754, E_FP = 23.188, E_FP − E0 = 4.493

All four fixed-phase energies lie between E0 and the energy of their trial function. The best of them exceeds E0 by 0.053 meV, or 0.3 per cent of E0. These are four chosen values of λ, and neither λ nor σ has been optimized for the interacting pair.

The first two lines rank the phases differently. By E_T one would choose λ = −0.5, by E_FP one chooses λ = −1. Changing λ changes the trial amplitude |x + iλy| along with the phase, and E_T responds to both. The part of the error that the amplitude can repair, E_T − E_FP, is 1.661 meV for λ = −1 and 1.107 meV for λ = −0.5. The better amplitude at λ = −0.5 gains 0.554 meV, which outweighs the 0.246 meV lost through the poorer phase. Diffusion Monte Carlo repairs the amplitude, so the energy that ranks phases for it is E_FP.

The large difference between λ = −1 and λ = 1 comes from the sense of rotation. For λ = ±1 the vortex phase is λθ, with θ the polar angle of r, and it adds λħ(−y, x)/r² to π, where r² = x² + y². The square of this term is the same for both signs. Its product with the rest of π, divided by m, is

λħ(−y, x)·((σ0 − ω_L)y, (σ0 + ω_L)x)/r² = λħ(ω_L + σ0 cos 2θ).

The potentials for λ = 1 and λ = −1 therefore differ by

D = 2ħ(ω_L + σ0 cos 2θ) = 2ħω_L(1 − ⅓ cos 2θ),

which is positive in every direction. A vortex with λ = 1 turns with the flow that eA produces and raises the kinetic energy, while one with λ = −1 turns against it. Since D lies between 3.859 and 7.718 meV, so must the difference of the two lowest energies. It is 23.188 − 18.748 = 4.440 meV.

This number also bounds the orientation of the pair in the two fixed-phase amplitudes. Use the minimizing amplitude for λ = 1 as a trial amplitude for λ = −1. Its energy there is 23.188 meV minus the average of D, and it cannot be below 18.748 meV. The average of D in that amplitude is thus at most 4.440 meV, which requires

1 − ⅓⟨cos 2θ⟩ ≤ 4.440/5.788 = 0.767,  ⟨cos 2θ⟩ ≥ 0.698.

The value 1 would mean that the line joining the electrons lies along x, the direction of weaker confinement, and 0 would mean no preference between x and y. In the amplitude for λ = 1 the pair is therefore strongly aligned with x, where D is smallest. The reverse argument, with the amplitude for λ = −1 used as a trial amplitude for λ = 1, requires its average of D to be at least 4.440 meV, so in that amplitude ⟨cos 2θ⟩ is at most 0.70. Neither bound fixes the orientation in the exact ground state.

The ranking of phases holds for one Hamiltonian and one symmetry, because all the energies then lie above the same E0. It does not extend to energy differences between two systems, or between two field strengths. Each energy carries its own phase error, which is zero or positive, and the difference of two such errors can have either sign. For such a difference to be reliable, the phase errors have to be small compared with it, or shown to cancel.

Numbers as computed

```
MODEL PARAMETERS
effective mass / electron mass = 0.10
magnetic field = 5.0 T
relative permittivity = 10.0
hbar*wx = 3.0 meV, hbar*wy = 6.0 meV
hbar*wL = 2.8942 meV
ONE ELECTRON
best phase sigma0/wL = -0.3333
hbar*Omega_x at sigma0 = 3.5669 meV
hbar*Omega_y at sigma0 = 7.1338 meV
exact E0, closed form = 5.3504 meV = 8.5722e-22 J
exact E0, diagonalization = 5.3504 meV
sigma/wL = -0.3333: E_FP formula = 5.3504 meV, constrained diagonalization = 5.3504 meV
   E_FP - E0 = -0.0000 meV, second-order cap = 0.0000 meV
sigma/wL = 0.0000: E_FP formula = 5.4150 meV, constrained diagonalization = 5.4150 meV
   E_FP - E0 = 0.0647 meV, second-order cap = 0.0978 meV
sigma/wL = 0.3333: E_FP formula = 5.5952 meV, constrained diagonalization = 5.5952 meV
   E_FP - E0 = 0.2449 meV, second-order cap = 0.3914 meV
sigma/wL = 1.0000: E_FP formula = 6.2598 meV, constrained diagonalization = 6.2598 meV
   E_FP - E0 = 0.9094 meV, second-order cap = 1.5656 meV
TWO SPIN-POLARIZED ELECTRONS WITH COULOMB REPULSION
centre-of-mass energy = 5.350 meV
relative energy, lowest odd state = 13.345 meV
total lowest antisymmetric energy = 18.695 meV = 2.9953e-21 J
basis change of that energy = 2.6e-05 meV
lambda = -1.0: E_trial = 20.409 meV, E_FP = 18.748 meV, E_FP - E0 = 0.053 meV
lambda = -0.5: E_trial = 20.101 meV, E_FP = 18.994 meV, E_FP - E0 = 0.299 meV
lambda = 0.0: E_trial = 21.382 meV, E_FP = 20.116 meV, E_FP - E0 = 1.421 meV
lambda = 1.0: E_trial = 25.754 meV, E_FP = 23.188 meV, E_FP - E0 = 4.493 meV
largest basis change of E_FP = 2.4e-06 meV
FIXED-NODE LIMIT, 1D OSCILLATOR, PHASE OF x + i*eta
eta = 0.20 oscillator lengths: E_FP = 1.4221 hbar*omega
eta = 0.10 oscillator lengths: E_FP = 1.4801 hbar*omega
eta = 0.05 oscillator lengths: E_FP = 1.4950 hbar*omega
```
